# Why oxygen-exchanging electrodes can delay ferroelectric fatigue: an interfacial vacancy model

## The result

Cycling a ferroelectric film can bind oxygen vacancies at its interfaces with the electrodes. Suppose that the bound vacancies make a thin non-ferroelectric layer there, and that the switchable polarization falls once their areal density $N$ exceeds a threshold $N_c$. A blocking metal leaves every bound vacancy at the interface. An oxide electrode can pass oxygen ions into the layer and keep the vacancies in its own lattice. If it starts without excess vacancies and has taken up an areal amount $S$ after $n$ cycles, then

$$N_{\rm oxide}(n)=N_{\rm block}(n)-S(n),\qquad S(n)>0\quad(n>0).$$

The threshold is therefore reached later, or not at all. For fast exchange, with an electrode whose storage capacity is $K$ times that of the interface,

$$N_{\rm oxide}=\frac{N_{\rm block}}{1+K}.$$

The benefit depends on three properties of the electrode: its capacity, its exchange speed and its initial oxygen content. An electrode that starts poor enough in oxygen hastens fatigue instead.

## From bound vacancies to lost polarization

The film has total thickness $d$ and two identical interfaces. Each bound vacancy makes a volume $1/\rho$ nonpolar, so the two layers together have thickness

$$w=\frac{2N}{\rho}.$$

The vacancies are taken to be compensated by electrons trapped beside them, so they add no net charge and do not shift the hysteresis loop. The trapping is an assumption: at the density $\rho$, free electrons would make the layer conduct. The ferroelectric has a square loop: domains move when the field $E_f$ in it reaches $\pm E_c$, and the switchable part $P$ of the polarization lies between $\pm P_s$. No charge leaks through the layer.

Continuity of the displacement gives the layer field $E_i$, and the voltages add:

$$\varepsilon_0\varepsilon_iE_i=\varepsilon_0\varepsilon_fE_f+P,\qquad V=E_f(d-w)+E_iw .$$

During switching to positive $P$, the growing polarization raises the voltage across the layer and lowers $E_f$. If saturation is not reached first, switching stops at the peak voltage $V$ with $E_f=E_c$:

$$V=E_c(d-w)+\frac{w\varepsilon_f}{\varepsilon_i}E_c+\frac{wP}{\varepsilon_0\varepsilon_i}.$$

Solving for $P$ gives the polarization that the drive can reach,

$$P_{\rm reach}=\frac{\varepsilon_0\varepsilon_i(V-E_cd)}{w}-\varepsilon_0(\varepsilon_f-\varepsilon_i)E_c .$$

When the voltage returns to zero, the polarization produces an opposing field in the ferroelectric. Back-switching begins if $E_f$ would fall below $-E_c$. Setting $V=0$ and $E_f=-E_c$ in the same voltage sum gives the largest polarization that can be held:

$$P_{\rm hold}=\frac{\varepsilon_0\varepsilon_iE_cd}{w}+\varepsilon_0(\varepsilon_f-\varepsilon_i)E_c .$$

As long as $P_{\rm reach}>0$, the remanence $P_r$ is the smallest of $P_s$, $P_{\rm reach}$ and $P_{\rm hold}$; for $P_{\rm reach}\le0$ repeated cycling no longer moves domains and there is no loop. The difference between the last two is

$$P_{\rm hold}-P_{\rm reach}=\frac{\varepsilon_0\varepsilon_i(2E_cd-V)}{w}+2\varepsilon_0(\varepsilon_f-\varepsilon_i)E_c .$$

For $E_cd<V\le2E_cd$ and $\varepsilon_f\ge\varepsilon_i$ this is not negative, so reach sets the limit. Fatigue starts when $P_{\rm reach}=P_s$, which gives

$$w_c=\frac{\varepsilon_0\varepsilon_i(V-E_cd)}{P_s+\varepsilon_0(\varepsilon_f-\varepsilon_i)E_c},\qquad N_c=\frac{\rho w_c}{2}.$$

Take round model parameters: $d=200$ nm, $E_cd=1.0$ V, $V=1.8$ V, $P_s=30\ \mu{\rm C/cm^2}$, $\varepsilon_f=200$, $\varepsilon_i=40$ and $\rho=2\times10^{27}\ {\rm m^{-3}}$. The numerator is $\varepsilon_0\times40\times0.8\ {\rm V}=2.83\times10^{-10}$ C/m. The second term in the denominator is $0.007\ {\rm C/m^2}$, small beside $P_s=0.30\ {\rm C/m^2}$. Hence

$$w_c=\frac{2.83\times10^{-10}}{0.307}\ {\rm m}=0.92\ {\rm nm},\qquad N_c=9.2\times10^{17}\ {\rm m^{-2}}.$$

Less than half a nanometre at each interface is enough, because the layer must carry the displacement of a nearly saturated ferroelectric.

A stronger drive does not remove the problem. At 3.0 V and $w=1.5$ nm the drive can saturate the film, but the state is not held at zero voltage: $P_{\rm hold}=24.3\ \mu{\rm C/cm^2}$. Both limits agree with a simulated voltage sweep to within 0.1% of $P_s$ in the cases tested.

## Contribution 1: supply from the film

Let $M$ be the initial vacancy content of half the film, per unit area, and $B$ the part still mobile. No oxygen is lost to the surroundings. Capture at the interface is described by a velocity $h$ per cycle and is irreversible towards the film. This is an assumption about the effect of switching; it is not derived here from atomic hops. The film is also taken to stay neutral as it loses vacancies, which requires their compensating electrons to be trapped and to travel with them. If the vacancies were instead compensated by immobile acceptors, delivering $N_c$ would leave a charge $2eN_c\approx0.30\ {\rm C/m^2}$, as large as $P_s$, whose field would oppose further depletion. The model does not describe that case.

Vacancies must diffuse to the interface before they can be captured. Measure $x$ from the interface to the midplane at $L=d/2$, where the flux vanishes by symmetry, and let $D_c=D/f$ be the diffusivity per cycle at frequency $f$. If diffusion keeps the concentration $c$ nearly uniform, all parts of the half-film lose vacancies at nearly the same rate. The flux towards the interface is then $J(x)=J_0(1-x/L)$, and

$$D_c\frac{dc}{dx}=J_0\left(1-\frac{x}{L}\right),\qquad c(x)=\frac{J_0}{h}+\frac{J_0}{D_c}\left(x-\frac{x^2}{2L}\right),$$

where $J_0=hc(0)$ fixes the constant. Integration over the half-film gives

$$B=\int_0^Lc\,dx=J_0\left[\frac{L}{h}+\frac{1}{D_c}\left(\frac{L^2}{2}-\frac{L^2}{6}\right)\right]
=J_0\left[\frac{L}{h}+\frac{L^2}{3D_c}\right].$$

The capture rate per cycle, $a=J_0/B$, therefore satisfies

$$\frac1a=\frac Lh+\frac{L^2}{3D_c}.$$

These are two resistances in series. The approximation requires small $hL/D_c$, which is 0.10 in the example. With $h=2\times10^{-15}$ m per cycle, $D=2\times10^{-16}\ {\rm m^2/s}$ and $f=100$ kHz,

$$\frac1a=5.00\times10^7+0.17\times10^7=5.17\times10^7\ {\rm cycles},$$

so $a=1.94\times10^{-8}$ per cycle. For these chosen values capture, rather than diffusion, is the main resistance. This $D$ is fast for room temperature: with a jump of 0.28 nm and an attempt frequency of $10^{13}\ {\rm s^{-1}}$ it corresponds to a barrier of about 0.57 eV at 300 K. A barrier of 0.7 eV would give $hL/D_c\approx15$; diffusion would then limit the supply and the single-rate description would no longer hold. The alternating drift in the mean applied field moves a doubly charged vacancy at 300 K by 0.70 pm per half-cycle, which is negligible beside $L$. The much stronger field inside the layer is not described by this estimate; its effect belongs to $h$.

The mobile content obeys $dB/dn=-aB$, so $B=Me^{-an}$. The amount delivered to the interface is

$$G(n)=M(1-e^{-an}).$$

With a blocking metal $N=G$. If $M>N_c$, setting $G=N_c$ gives

$$n_{\rm block}=-\frac1a\ln\left(1-\frac{N_c}{M}\right).$$

For an initial density of $5\times10^{25}\ {\rm m^{-3}}$, $M=5\times10^{18}\ {\rm m^{-2}}$ and $N_c/M=0.1845$. Thus $n_{\rm block}=0.204/a=1.05\times10^7$ cycles.

## Contribution 2: removal by the electrode

When an oxygen ion passes from the oxide electrode into the layer, it fills a vacancy there and leaves one in the electrode. Let $S$ be the electrode's vacancy excess, measured from an electrode in equilibrium with a vacancy-free interface. Close to equilibrium a linear law is the simplest choice:

$$\frac{dS}{dn}=\kappa\left(N-\frac SK\right),\qquad \kappa=\frac kf,$$

where $k$ is the exchange rate in ${\rm s^{-1}}$. Exchange stops at $S=KN$, so $K$ is the ratio of the electrode's capacity to that of the interface. The interface gains what the film delivers and loses what the electrode takes:

$$\frac{dN}{dn}=aB-\kappa\left(N-\frac SK\right).$$

Adding the two equations cancels the exchange terms. For a fresh electrode, $S(0)=0$, integration gives $N+S=G$. Substituting $N=G-S$ in the exchange law,

$$\frac{dS}{dn}=\kappa G-\lambda S,\qquad \lambda=\kappa\left(1+\frac1K\right).$$

Multiplying by the integrating factor $e^{\lambda n}$ and integrating from zero gives

$$S(n)=\kappa\int_0^ne^{-\lambda(n-m)}G(m)\,dm .$$

Every factor in the integrand is positive for $m>0$, so $S(n)>0$. At every cycle up to $n_{\rm block}$ we have $N=G-S<G\le N_c$. The exchanging electrode has therefore not yet reached the threshold when the blocking one does. This holds for any positive $\kappa$ and $K$ in this model.

The argument uses the irreversible capture: the electrode does not alter $B$, so both electrodes receive the same supply. It does not use the details of the passive layer. Another loss mechanism that sets in at a fixed $N$ would have a different $N_c$ but the same ordering.

With the explicit $G$, the integral is

$$S=\kappa M\left[\frac{1-e^{-\lambda n}}{\lambda}-\frac{e^{-an}-e^{-\lambda n}}{\lambda-a}\right].$$

At $\lambda=a$ the second fraction is replaced by its limit $ne^{-an}$.

## Capacity alone: the fast-exchange limit

For $\lambda\gg a$ and $n\gg1/\lambda$, the electrode follows the supply and $S=\kappa G/\lambda$. Since $\kappa/\lambda=K/(1+K)$,

$$N=G-\frac{K}{1+K}G=\frac{G}{1+K}.$$

Because $N$ is the difference of two larger amounts, this form needs a stronger condition than the one for $S$: the lag derived in the next section must be small, $K(a/\lambda)e^{-an}\ll1-e^{-an}$. For $K=4$ and $k=0.1\ {\rm s^{-1}}$ at $n=10^7$, $\lambda/a=65$ and $\lambda n=12.5$, yet $N$ is still 30% above $G/5$; the discrepancy grows with $K$. When the condition holds, the film must deliver $(1+K)N_c$ before the interface reaches $N_c$. The onset is

$$n_{\rm fast}=-\frac1a\ln\left[1-\frac{(1+K)N_c}{M}\right],$$

provided the bracket is positive. Otherwise the film does not contain enough vacancies, and fatigue is prevented. The condition for prevention in this limit is $K\ge M/N_c-1=4.42$ in the example. With slow exchange it is not sufficient, because $N$ can overshoot its final value: for $K=4.5$ and $k=6\times10^{-3}\ {\rm s^{-1}}$ the full formula gives a peak of $1.18N_c$ and an onset at $1.8\,n_{\rm block}$.

For $K=4$, the bracket is $1-5\times0.1845\approx0.077$, so $n_{\rm fast}=2.56/a=1.32\times10^8$ cycles. The delay factor is 12.5, not 5. The reason is exhaustion of the film: the function $-\ln(1-y)/y=1+y/2+y^2/3+\cdots$ increases with $y$, so the last vacancies needed take disproportionately long to arrive. Here 92% of the inventory must be delivered. The delay is correspondingly sensitive to $K$, $M$ and $N_c$, and its size should not be carried over to other films.

Fast exchange without capacity achieves almost nothing. With $K=0.001$ the delay factor is 1.001, because the electrode comes to equilibrium after accepting very few vacancies.

## Speed: when the electrode lags behind

Now let $a/\lambda$ be small but not zero. For $n\gg1/\lambda$, the terms in $e^{-\lambda n}$ have vanished, and to first order in $a/\lambda$

$$\frac SM=\frac{K}{1+K}\left[1-\left(1+\frac a\lambda\right)e^{-an}\right].$$

Subtracting this from $G/M=1-e^{-an}$ gives

$$\frac NM=\frac{1-e^{-an}}{1+K}+\frac{K}{1+K}\frac a\lambda e^{-an}.$$

The second term is the amount waiting to be exchanged. It is positive, so finite speed brings the onset forward. For $K=4$ and $k=0.1\ {\rm s^{-1}}$, $\kappa=10^{-6}$ and $\lambda=1.25\times10^{-6}$ per cycle, so $a/\lambda=0.0155$. The threshold condition becomes

$$0.1845=0.2-(0.2-0.8\times0.0155)e^{-an},$$

which gives $e^{-an}=0.083$ and $n=1.29\times10^8$ cycles. The full formula gives the same value to three digits, a delay factor of 12.2.

Changing $k$ alone, with $K=4$, shows the transition:

| $k$ (s$^{-1}$) | Onset (cycles) | Delay factor |
|---|---|---|
| $10^{-4}$ | $1.06\times10^7$ | 1.01 |
| $10^{-3}$ | $1.12\times10^7$ | 1.07 |
| $10^{-2}$ | $6.42\times10^7$ | 6.09 |
| $10^{-1}$ | $1.29\times10^8$ | 12.2 |
| $1$ | $1.32\times10^8$ | 12.5 |

At $k=10^{-3}\ {\rm s^{-1}}$ the exchange time $1/\kappa$ is $10^8$ cycles, while the blocking interface fails after about $10^7$. The available capacity is the same as in the other rows, but it is hardly used before the threshold. At the other end, a tenfold increase of $k$ from $0.1\ {\rm s^{-1}}$ gains little, because capacity is then the limit.

## Speed alone: unlimited capacity

For $K\to\infty$, $\lambda=\kappa$. Inserting this in $N=G-S$ and collecting the exponentials gives

$$N=\frac{Ma}{\kappa-a}\left(e^{-an}-e^{-\kappa n}\right).$$

The density first rises, then falls as the film runs out and the electrode continues to remove vacancies. Let $q=\kappa/a$. At the maximum, $ae^{-an_*}=\kappa e^{-\kappa n_*}$, so

$$n_*=\frac{\ln q}{\kappa-a},\qquad e^{-an_*}=q^{-1/(q-1)}.$$

The vanishing derivative $dN/dn=aB-\kappa N$ also gives $N_*=B/q=Me^{-an_*}/q$, and hence

$$N_*=M\,q^{-q/(q-1)}.$$

Setting $N_*=N_c$ gives a critical ratio $q=3.19$, or $k=6.2\times10^{-3}\ {\rm s^{-1}}$. Faster exchange prevents fatigue. At half the critical rate, the threshold is crossed at $1.33\times10^7$ cycles and crossed back at $9.2\times10^7$. This healing depends on the assumption that the layer becomes ferroelectric again when its vacancies leave. Irreversible structural damage would remove it.

The case also shows what produces a long but finite delay. Greater $\kappa$ lowers $N$ at each $n$, so the latest onset occurs at the critical rate, at the peak itself:

$$n_*=\frac{\ln3.19}{2.19\,a}=2.7\times10^7\ {\rm cycles}.$$

This is 2.6 times the blocking value. With unlimited capacity, a larger finite delay is impossible for these film parameters; beyond it there is prevention. The twelvefold delay found above instead comes from a fast electrode of limited capacity, working close to the prevention limit.

## The opposing contribution: an oxygen-poor electrode

Suppose the electrode begins with a vacancy excess $S_0>0$. The sum of the balances now gives $N+S=G+S_0$, and

$$\frac{dS}{dn}=\kappa(G+S_0)-\lambda S,\qquad S(0)=S_0.$$

By linearity, the part of $S$ due to $S_0$ is

$$S_0\left[\frac\kappa\lambda+\left(1-\frac\kappa\lambda\right)e^{-\lambda n}\right].$$

The rest of $S_0$ has passed to the interface. Since $1-\kappa/\lambda=1/(1+K)$, this adds

$$\Delta N=\frac{S_0}{1+K}\left(1-e^{-\lambda n}\right).$$

In the fast limit $N=(G+S_0)/(1+K)$. When the blocking interface fails, $G=N_c$. The exchanging interface is still below threshold at that moment if

$$\frac{N_c+S_0}{1+K}<N_c\quad\Longleftrightarrow\quad S_0<KN_c .$$

In words, the initial electrode must be in equilibrium with an interface density $S_0/K$ smaller than $N_c$. For $K=4$ the bound is $3.7\times10^{18}\ {\rm m^{-2}}$ in the fast limit. Slower exchange lowers it: at $k=0.1\ {\rm s^{-1}}$ it is $3.4\times10^{18}\ {\rm m^{-2}}$.

At $k=0.1\ {\rm s^{-1}}$, an excess of $1\times10^{18}\ {\rm m^{-2}}$ reduces the delay factor from 12.2 to 6.0. An excess of $5\times10^{18}\ {\rm m^{-2}}$ brings the onset to $1.5\times10^6$ cycles, about seven times earlier than with the blocking metal. The same exchange process now supplies the vacancies that it would otherwise remove.

## Weighing the contributions

For a fresh electrode with $K=4$ and $k=0.1\ {\rm s^{-1}}$, the capacity sets the delay and the finite speed costs little: 12.2 against 12.5. At $10^{-2}\ {\rm s^{-1}}$ the delay is already halved, and at $10^{-3}\ {\rm s^{-1}}$ it has almost vanished. The rate $k$ is a chosen value, not a measured one: with an attempt frequency of $10^{13}\ {\rm s^{-1}}$ at 300 K, $0.1\ {\rm s^{-1}}$ corresponds to a barrier of about 0.83 eV, while 1 eV would give about $2\times10^{-4}\ {\rm s^{-1}}$, near the first row of the table. The initial oxygen content can reverse the sign of the effect at any capacity, if $S_0$ is large enough.

The electrode also changes how severe the fatigue becomes. The values that follow keep the capture velocity $h$ unchanged after the switched polarization has fallen, although capture is attributed to switching. After $10^8$ cycles the blocking interface has $w=4.3$ nm and $P_r=5.9\ \mu{\rm C/cm^2}$, while the film with the oxide electrode still has its full $30\ \mu{\rm C/cm^2}$. After $10^9$ cycles the supply is exhausted. The blocking interface holds all of $M$, so $w=5.0$ nm; the other holds $M/5$, so $w=1.0$ nm. The reach formula gives

$$P_r^{\rm block}=5.7-0.7=5.0\ \mu{\rm C/cm^2},\qquad
P_r^{\rm oxide}=28.3-0.7=27.6\ \mu{\rm C/cm^2}.$$

The oxide electrode has delayed the onset and limited the eventual loss to about 8% of $P_s$.

A calculation that resolves the diffusion profile in the film reproduces the onsets of the full lumped formula within the tested tolerance of 2%. It uses the same capture and exchange laws, so it checks the reduction to three vacancy contents, not those laws themselves. The numerical output below lists both sets of onsets for the main example.

The electrical part has a clear weak point. With $P_s$ present and no field in the ferroelectric, the layer field would be about 8500 kV/cm. This is above the few MV/cm at which dielectrics of similar permittivity usually break down, and a layer less than half a nanometre thick can also let electrons tunnel. A real layer should therefore be expected to leak. Charge that passes through it and is trapped at the ferroelectric would screen the polarization. The calculated threshold and remanences thus describe an ideal insulating layer and should not be used as predictions for a real device. Seed inhibition, domain-wall pinning and cracking are also left out. A steady source of vacancies that never fades would remove the protection that comes from a finite inventory: an electrode of finite capacity could then delay the threshold but not hold $N$ below it indefinitely.

## Computed values

```
film thickness d = 200 nm, half-film L = 100 nm
coercive field = 50 kV/cm, E_c d = 1.00 V
drive = 1.8 V, frequency = 100 kHz
saturation polarization = 30.0 uC/cm^2
permittivities: film 200, layer 40
vacancy density: film 5.0e+25, layer rho 2.0e+27 m^-3
diffusivity D = 2.0e-16 m^2/s, temperature = 300 K
capture velocity h = 2.0e-15 m/cycle, hL/(D/f) = 0.100
drift per half-cycle at mean field = 0.70 pm
capture rate a = 1.9355e-08 per cycle
inventory per interface M = 5.000e+18 m^-2
threshold layer, both interfaces w_c = 0.923 nm
threshold density N_c = 9.227e+17 m^-2, N_c/M = 0.1845
layer field from P_s at zero film field = 8471 kV/cm
remanence, w=1.5 nm, 3.0 V = 24.32 uC/cm^2
oxide electrode: K = 4, k = 0.1 1/s
kappa = 1.0e-06 per cycle, kappa/a = 51.7
onset, blocking metal: lumped 1.054e+07 cycles
onset, blocking metal: resolved 1.053e+07 cycles
onset, oxide: lumped 1.289e+08 cycles
onset, oxide: resolved 1.289e+08 cycles
delay factor, oxide/blocking = 12.23
fast limit: onset 1.322e+08 cycles, delay 12.55
k = 1e-04 1/s: onset 1.060e+07 cycles, delay 1.006
k = 1e-03 1/s: onset 1.123e+07 cycles, delay 1.066
k = 1e-02 1/s: onset 6.421e+07 cycles, delay 6.092
k = 1e-01 1/s: onset 1.289e+08 cycles, delay 12.229
k = 1e+00 1/s: onset 1.319e+08 cycles, delay 12.517
capacity ratio that prevents onset (fast) = 4.419
fast exchange, K = 0.001: delay 1.0011
unlimited capacity: critical kappa/a = 3.191
unlimited capacity: critical k = 6.176e-03 1/s
half critical k: onset 1.330e+07, healing 9.219e+07 cycles
fast-limit bound on initial electrode excess = 3.691e+18 m^-2
initial excess 1e+18 m^-2: onset 6.291e+07 cycles, delay 5.97
initial excess 5e+18 m^-2: onset 1.482e+06 cycles, delay 0.141
n = 1e+06, blocking: N = 9.584e+16 m^-2, w = 0.096 nm, P_r = 30.00 uC/cm^2
n = 1e+06, oxide: N = 6.285e+16 m^-2, w = 0.063 nm, P_r = 30.00 uC/cm^2
n = 1e+07, blocking: N = 8.799e+17 m^-2, w = 0.880 nm, P_r = 30.00 uC/cm^2
n = 1e+07, oxide: N = 2.278e+17 m^-2, w = 0.228 nm, P_r = 30.00 uC/cm^2
n = 3e+07, blocking: N = 2.202e+18 m^-2, w = 2.202 nm, P_r = 12.16 uC/cm^2
n = 3e+07, oxide: N = 4.757e+17 m^-2, w = 0.476 nm, P_r = 30.00 uC/cm^2
n = 1e+08, blocking: N = 4.278e+18 m^-2, w = 4.278 nm, P_r = 5.91 uC/cm^2
n = 1e+08, oxide: N = 8.647e+17 m^-2, w = 0.865 nm, P_r = 30.00 uC/cm^2
n = 1e+09, blocking: N = 5.000e+18 m^-2, w = 5.000 nm, P_r = 4.96 uC/cm^2
n = 1e+09, oxide: N = 1.000e+18 m^-2, w = 1.000 nm, P_r = 27.63 uC/cm^2
```
